# Thermal electron population of K and Q valleys in a monolayer

**Question**

I am trying to work out how the conduction electrons of a monolayer semiconductor divide between two kinds of valley at 300 K. The data are:

- two K valleys, spin-degenerate, mass $0.5\,m_0$;
- six Q valleys, spin-polarised, mass $0.6\,m_0$, with minima 100 meV above the K minima.

The electron gas is to be taken as nondegenerate, and I need the fraction of electrons in the Q valleys. If I use just the Boltzmann factor, I get about 2%. If I include the numbers of valleys, the masses and a factor of two for spin everywhere, I get about 7%. Which factors belong in the answer, and how low must the density be for "nondegenerate" to hold?

**Answer**

Both attempts have the right Boltzmann factor. The difference lies in the number of states it multiplies, so it is best to count those first.

**States in one valley**

Take one valley and one spin state, with energy $\varepsilon$ measured from the valley minimum:

$$\varepsilon=\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y}.$$

The wavevectors with energy below $\varepsilon$ fill an ellipse with semi-axes $\sqrt{2m_x\varepsilon}/\hbar$ and $\sqrt{2m_y\varepsilon}/\hbar$. Its area is $\pi$ times their product, $2\pi\sqrt{m_xm_y}\,\varepsilon/\hbar^2$. In a sheet of area $A$ with periodic boundaries, each allowed wavevector occupies an area $(2\pi)^2/A$ of $k$ space. The number of states below $\varepsilon$, per unit sheet area, is therefore

$$\frac{1}{(2\pi)^2}\,\frac{2\pi\sqrt{m_xm_y}\,\varepsilon}{\hbar^2}=\frac{m\,\varepsilon}{2\pi\hbar^2},\qquad m=\sqrt{m_xm_y}.$$

Its derivative with respect to $\varepsilon$ is the density of states,

$$D=\frac{m}{2\pi\hbar^2},$$

which does not depend on energy. In two dimensions the mass enters to the first power.

I take your masses to be these density-of-states masses. The distinction matters if a valley is elliptical. Masses of 0.9 and 0.4 have the geometric mean $\sqrt{0.9\times0.4}=0.60$, as required here. Their arithmetic mean, 0.65, would change the final answer to 3.9%.

**Which spins to count**

Let $g$ be the number of valleys times the number of spin states available in each:

$$g_K=2\times2=4,\qquad g_Q=6\times1=6.$$

"Spin-polarised" means that each Q valley offers one spin state near its minimum, the other being treated as too high to matter. It does not mean that the whole electron gas is magnetised. Without a magnetic field, time reversal pairs a state at $\mathbf k$ with a state of opposite spin and equal energy at $-\mathbf k$, so opposite Q valleys carry opposite spins and their contributions cancel.

Your 7% came from giving each Q valley two spin states, which doubles its weight.

**Filling the states**

In equilibrium all valleys share one chemical potential $\mu$. Measure energies from the K minimum, so that $E_K=0$ and $E_Q=\Delta=100$ meV. For valley type $i$ the sheet density is

$$n_i=g_iD_i\int_{E_i}^{\infty}\frac{dE}{1+e^{(E-\mu)/kT}}.$$

The upper limit may be infinite because the occupation dies off exponentially. Put $x=(E-E_i)/kT$ and $\eta_i=(\mu-E_i)/kT$, then multiply the numerator and denominator by $e^{\eta_i-x}$:

$$n_i=g_iD_ikT\int_0^\infty\frac{e^{\eta_i-x}}{1+e^{\eta_i-x}}\,dx
=g_iD_ikT\Big[-\ln\!\left(1+e^{\eta_i-x}\right)\Big]_0^\infty .$$

The upper limit gives zero, which leaves

$$n_i=N_i\ln\!\left(1+e^{(\mu-E_i)/kT}\right),\qquad N_i=g_iD_ikT.$$

This holds at any density for independent electrons in parabolic bands with a fixed offset. Nondegenerate means $e^{\mu/kT}\ll1$. Then $\ln(1+y)\approx y$ for both valley types, and

$$n_K\approx N_Ke^{\mu/kT},\qquad n_Q\approx N_Qe^{(\mu-\Delta)/kT}.$$

In the ratio, the unknown $\mu$ cancels, as do $kT$ and $2\pi\hbar^2$ in the prefactors:

$$r=\frac{n_Q}{n_K}=\frac{g_Qm_Q}{g_Km_K}\,e^{-\Delta/kT}.$$

You want the share of all electrons, so divide by the total:

$$f_0=\frac{n_Q}{n_K+n_Q}=\frac{r}{1+r}.$$

**Numbers**

At 300 K, $kT=25.85$ meV, so $\Delta/kT=3.868$ and $e^{-\Delta/kT}=0.0209$. The weights are

$$g_Km_K=4\times0.5\,m_0=2.0\,m_0,\qquad g_Qm_Q=6\times0.6\,m_0=3.6\,m_0.$$

Hence

$$r=\frac{3.6}{2.0}\times0.0209=0.0376,\qquad f_0=\frac{0.0376}{1.0376}=0.036.$$

**About 3.6% of the electrons are in the Q valleys.** The Q valleys have 1.8 times as many states per unit energy as the K valleys, but the energy cost reduces their occupation by a factor of about 48. Your 2% came from setting the weight ratio to 1 instead of 1.8.

**How low the density must be**

Let $z=e^{\mu/kT}$ and $b=e^{-\Delta/kT}$, and keep one more term of the logarithm, $\ln(1+y)\approx y-y^2/2$:

$$\frac{n_Q}{n_K}\approx\frac{N_Q\,zb\,(1-zb/2)}{N_K\,z\,(1-z/2)}
\approx r\left[1+\frac{z(1-b)}{2}\right].$$

The last step uses $1/(1-z/2)\approx1+z/2$ and drops terms in $z^2$. To carry this change over to the fraction, differentiate $f=r/(1+r)$:

$$\frac{df}{dr}=\frac{1}{(1+r)^2}\quad\Rightarrow\quad \frac{df}{f}=\frac{1}{1+r}\,\frac{dr}{r}=(1-f)\frac{dr}{r}.$$

To lowest order the total density is $n=z(N_K+N_Qb)$, which fixes $z$. Therefore

$$f\approx f_0\left[1+\frac{(1-f_0)(1-b)}{2}\,\frac{n}{N_K+N_Qb}\right].$$

The correction is positive. The K states are the fuller ones, so the Pauli principle restricts further filling there first, and a larger share of added electrons goes to Q.

For your valleys $N_K=10.8$ and $N_Q=19.4$, both in units of $10^{12}\ \mathrm{cm^{-2}}$, so $N_K+N_Qb=11.2$ in the same units. At $n=1\times10^{12}\ \mathrm{cm^{-2}}$ the correction is

$$\frac{0.964\times0.979}{2}\times\frac{1}{11.2}=0.042,$$

which raises the fraction from 3.63% to 3.78%. Solving the full logarithmic formula for $\mu$ also gives 3.78%. With that full formula, the fraction is one tenth above $f_0$ at $2.2\times10^{12}\ \mathrm{cm^{-2}}$, and it reaches 5.6% at $1\times10^{13}\ \mathrm{cm^{-2}}$. If you can accept a true fraction that exceeds $f_0$ by 10% of $f_0$, the first of these densities is the limit of the simple answer for independent electrons with a fixed offset.

**Two limits**

First raise the temperature at fixed density. The gas stays nondegenerate because $N_i$ grows with $T$, and the Boltzmann factor tends to 1. The fraction then approaches the Q share of the density of states,

$$f\to\frac{3.6}{2.0+3.6}=0.64.$$

This is a formal limit of the parabolic model, useful for checking the weights.

Now let $T\to0$ at fixed density. The nondegenerate formula no longer applies, since $N_K\propto T$ falls below any fixed density. The states simply fill up to $\mu$, so $n_K=g_KD_K\mu$, and Q stays empty until $\mu=\Delta$. That happens at

$$n=g_KD_K\Delta=N_K\frac{\Delta}{kT}=10.8\times3.868\times10^{12}\ \mathrm{cm^{-2}}\approx4.2\times10^{13}\ \mathrm{cm^{-2}},$$

where $N_K$ and $kT$ are both the 300 K values, so the temperature cancels. At 300 K, thermal excitation populates Q well below this density.

**What this means for a real monolayer**

Your parameters are round values in the rough regime of monolayer MoS$_2$. The masses are uncertain as well, and $r$ is proportional to $m_Q/m_K$: a Q mass of $0.8\,m_0$ in place of $0.6\,m_0$ gives 4.8% at the same offset. The offset, which depends on strain and on the method used to determine it, has a strong influence on the fraction. Its effect follows from $dr/d\Delta=-r/kT$ and the relation between $df$ and $dr$ above:

$$\frac{df_0}{d\Delta}=-\frac{f_0(1-f_0)}{kT}.$$

Near 100 meV, each additional meV lowers the fraction by 0.14 percentage points. For large changes this slope is not enough, and $f_0=r/(1+r)$ must be evaluated again: at low density, with the masses and temperature held fixed, an offset of 50 meV gives 21%, and one of 150 meV gives 0.54%. The result 3.6% therefore belongs to the stated offset and should not be read as a measured property of MoS$_2$.

A transistor channel in its on state can hold around $10^{13}\ \mathrm{cm^{-2}}$, which breaks the nondegenerate assumption. With the offset held fixed, the fraction becomes 5.6%. In a real channel, interactions between the electrons can also change the offset. Exchange taken alone lowers the more heavily occupied K states more than the Q states, which works against this rise. Screening and correlation cancel much of that shift, and doping and the gate field also move the band edges of a real monolayer, so the net change of the offset does not follow from the exchange argument and is not computed here. The effect need not be large to matter: at $1\times10^{12}\ \mathrm{cm^{-2}}$, an offset larger by little more than 1 meV would cancel the density correction found above. Heating matters too: at low density and the same offset, 400 K gives 9.0%. A strong field along the channel can also drive the electrons out of equilibrium, and a single temperature is then only a rough description of them.

The spin assumptions have smaller effects. Suppose the two K spin branches are split by 3 meV, with $\Delta$ measured from the lower one. The K weight is then multiplied by $(1+e^{-3/25.85})/2=0.945$, and $f_0$ becomes 3.8%. If the other Q spin branch lies 70 meV above the first, the Q weight is multiplied by $1+e^{-70/25.85}=1.067$, and $f_0$ becomes 3.9%. Both together give 4.1% at low density and 6.3% at $10^{13}\ \mathrm{cm^{-2}}$. These splittings are rough trial values, and larger ones matter more: a K splitting of 15 meV multiplies the K weight by 0.78 and alone gives $f_0=4.6\%$.

Finally, real bands bend away from parabolas. A simple description replaces $\varepsilon$ by $\varepsilon(1+\alpha\varepsilon)$ on the left of the dispersion relation. The number of states below $\varepsilon$ is then proportional to $\varepsilon(1+\alpha\varepsilon)$, and its derivative multiplies $D$ by $1+2\alpha\varepsilon$. In the nondegenerate case, with $x=\varepsilon/kT$, the valley weight changes by

$$\int_0^\infty(1+2\alpha kT\,x)\,e^{-x}\,dx=1+2\alpha kT,$$

because $\int_0^\infty e^{-x}dx=\int_0^\infty xe^{-x}dx=1$. For a trial value $\alpha=1\ \mathrm{eV^{-1}}$ the factor is 1.05. Applied to K alone it gives 3.5%, and applied to Q alone it gives 3.8%. If both valley types have the same $\alpha$, the factor cancels from $r$.

For these trial values, then, the offset matters far more than the band shape or the spin splittings. The numerical output below gives the individual cases to more digits.

## Computed results

```
temperature: 300 K
thermal energy kT: 25.852 meV
K mass: 0.5 m0
Q mass: 0.6 m0
Q offset above K: 100 meV
valley-spin states: K 4, Q 6
K weight gK mK: 2.0 m0
Q weight gQ mQ: 3.6 m0
weight ratio Q/K: 1.80
offset / kT: 3.868
Boltzmann factor: 0.02090
density ratio nQ/nK: 0.03761
Q fraction f0: 3.625 %
K fraction: 96.375 %
-- wrong counts, for comparison
Q taken with two spins: 6.996 %
equal weights for K and Q: 2.047 %
trial Q ellipse, mass x: 0.9 m0
trial Q ellipse, mass y: 0.4 m0
its geometric mean: 0.60 m0
its arithmetic mean: 0.65 m0
fraction with arithmetic mean: 3.915 %
-- finite sheet density
K effective density NK: 10.80 1e12 cm^-2
Q effective density NQ: 19.44 1e12 cm^-2
Q fraction at 0.1e12 cm^-2: 3.640 %
Q fraction at 1e12 cm^-2: 3.782 %
Q fraction at 5e12 cm^-2: 4.492 %
Q fraction at 10e12 cm^-2: 5.593 %
density where f = 1.1 f0: 2.24 1e12 cm^-2
-- neglected effects, low density, rough trial values
change of f0 per +1 meV offset: -0.1351 % points
offset 50 meV: 20.65 %
offset 150 meV: 0.541 %
temperature 400 K: 9.00 %
K spin splitting 3 meV: 3.827 %
upper Q branch at +70 meV: 3.857 %
both spin splittings: 4.072 %
both splittings at 10e12 cm^-2: 6.253 %
nonparabolic factor, 1/eV: 1.0517
nonparabolic K only: 3.453 %
nonparabolic Q only: 3.805 %
valley share above 0.2 eV: 0.0437 %
```
